**Steric blocking and OH exhaustion can share one ALD dose curve**

The program compares two explanations of a flat uptake plateau: exhaustion of reactive OH at $A=h_0/x$ and filling of the ligand room at $B=L/(n-x)$. Here $h_0$ is the initial OH density, $x$ the number of OH consumed per metal atom, $n$ the number of ligands per precursor and $L$ the largest ligand density. It integrates the OH and ligand balances numerically and asserts that the results agree with the closed-form dose curve, the plateau $\min(A,B)$ and the doses for 99 % saturation. For $h_0=L=2.5$ nm$^{-2}$ and $n=3$, the cases $x=2$ and $x=1$ give the same curve, with a plateau of 1.25 nm$^{-2}$. Between $h_0=1.5$ and 2.5 nm$^{-2}$, the log-slope of the plateau is 1 for exhaustion and 0 for steric blocking. An event simulation asserts the limit $N=(L+h_0)/n$ for the metal uptake $N$ when oxygen bridges also react. Simulations on random sites show that the contrast weakens to log-slopes of 0.80 for exhaustion with missing partners and 0.55 for immobile discs.

## Check in Python

```python
# Result under test: a dose plateau in atomic layer deposition does not reveal
# whether reactive OH ran out or ligands blocked the surface. Two mechanisms
# can share one dose curve; changing the initial OH density separates them.
# Symbols: h0 initial OH density, x OH consumed per metal atom, n ligands per
# precursor, L largest ligand density, N metal uptake (all densities per nm2),
# F impinging molecules per nm2, s reactive cross-section per OH (nm2).
# Limits: A = h0/x (OH exhausted), B = L/(n-x) (ligand room exhausted).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.spatial import cKDTree

n = 3
L = 2.5
s = 4.0e-4
temperature = 523.0
h_ref, h_low = 2.5, 1.5
reach = 0.5            # nm, rough distance over which one La can bind two OH
oxide_density = 6.5    # g/cm3, rough value for La2O3

molar_mass = 138.905 + 3 * (8 * 12.011 + 11 * 1.008)      # g/mol
mass = molar_mass * 1e-3 / const.N_A
flux_per_torr = (const.torr / np.sqrt(2 * np.pi * mass * const.k * temperature)
                 * 1e-18)                                  # per nm2 per Torr s
oxide_molar_mass = 2 * 138.905 + 3 * 15.999
la_per_nm3 = 2 * oxide_density / oxide_molar_mass * const.N_A * 1e-21


def limits(h0, x):
    return h0 / x, L / (n - x)


def uptake_formula(F, h0, x):
    A, B = limits(h0, x)
    k = s * h0
    if np.isclose(A, B):
        return A * k * F / (A + k * F)
    # written with a decaying exponential to avoid overflow
    low, high = min(A, B), max(A, B)
    decay = np.exp(-k * F * (high - low) / (A * B))
    return A * B * (1 - decay) / (high - low * decay)


def dose_for_fraction(fraction, h0, x):
    A, B = limits(h0, x)
    k = s * h0
    if np.isclose(A, B):
        return A * fraction / (1 - fraction) / k
    N = fraction * min(A, B)
    return A * B / ((B - A) * k) * np.log((1 - N / B) / (1 - N / A))


def integrate_balances(h0, x, fluences):
    """Follow OH, ligands and metal separately; returns rows OH, ligand, N."""
    def rates(F, y):
        r = s * y[0] * (1 - y[1] / L)
        return [-x * r, (n - x) * r, r]
    sol = solve_ivp(rates, (0, fluences[-1]), [h0, 0.0, 0.0], method="LSODA",
                    t_eval=fluences, rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y


# Dose curves of the two mechanisms on the same surface
doses = np.array([0.002, 0.005, 0.01, 0.02, 0.04])          # Torr s
fluences = doses * flux_per_torr
exhaust = integrate_balances(h_ref, 2, fluences)
steric = integrate_balances(h_ref, 1, fluences)
assert np.allclose(exhaust[2], steric[2], atol=1e-6)
for x, run in ((2, exhaust), (1, steric)):
    assert np.allclose(run[2], uptake_formula(fluences, h_ref, x), atol=1e-6)
# Away from the mirror case the two mechanisms must give different curves
other = [integrate_balances(h_low, x, fluences)[2] for x in (1, 2)]
assert np.max(np.abs(other[0] - other[1])) > 0.1
for x, curve in zip((1, 2), other):
    assert np.allclose(curve, uptake_formula(fluences, h_low, x), atol=1e-6)

# Plateaus over a range of OH densities, on both sides of each crossover
plateau = {}
for x in (1, 2):
    for h0 in (0.6, 1.0, 1.5, 2.0, 2.5, 4.0, 6.0):
        final = integrate_balances(h0, x, np.array([1.0e7]))[:, -1]
        plateau[x, h0] = final
        assert abs(final[2] - min(limits(h0, x))) < 1e-5


def log_slope(N_low, N_high, h_a=h_low, h_b=h_ref):
    return np.log(N_high / N_low) / np.log(h_b / h_a)


slope_exhaust = log_slope(plateau[2, h_low][2], plateau[2, h_ref][2])
slope_steric = log_slope(plateau[1, h_low][2], plateau[1, h_ref][2])
assert abs(slope_exhaust - 1) < 1e-4 and abs(slope_steric) < 1e-4

# Saturation doses, including the slow case where both limits coincide
sat_cases = [(2, 2.5), (2, 1.5), (1, 2.5), (1, 1.5), (1, 1.25)]
sat_dose = {}
for x, h0 in sat_cases:
    F99 = dose_for_fraction(0.99, h0, x)
    reached = integrate_balances(h0, x, np.array([F99]))[2, -1]
    assert abs(reached / min(limits(h0, x)) - 0.99) < 1e-5
    sat_dose[x, h0] = F99 / flux_per_torr

# Oxygen bridges also bind precursor; held ligands may react later with OH
rng = np.random.default_rng(7)


def bridge_plateau(h0, area=4000):
    oh, room, held, metal = round(h0 * area), round(L * area), 0, 0
    while oh > 0 or held + n <= room:
        event = rng.integers(0, 4)
        if event == 3:
            if oh > 0 and held > 0:
                oh -= 1
                held -= 1
        elif oh >= event and held + n - event <= room:
            oh -= event
            held += n - event
            metal += 1
    return metal / area


bridge = {h0: bridge_plateau(h0) for h0 in (0.0, h_low, h_ref)}
for h0, N in bridge.items():
    assert abs(N - (L + h0) / n) < 2e-3      # whole-molecule rounding

# Random OH positions on a periodic square, visited in random order
site_count = 30000
sites = rng.random((site_count, 2))
tree = cKDTree(sites, boxsize=1.0)


def neighbours(distance, h0):
    return tree.query_ball_point(sites, distance / np.sqrt(site_count / h0))


def disc_plateau(diameter, h0):
    """One OH per adsorbate; immobile adsorbates may not overlap."""
    blocked = np.zeros(site_count, dtype=bool)
    accepted = 0
    for i, near in enumerate(neighbours(diameter, h0)):
        if not blocked[i]:
            accepted += 1
            blocked[near] = True
    return h0 * accepted / site_count


def pair_plateau(h0):
    """Each La takes one OH and, if one is free within reach, a second."""
    free = [True] * site_count
    metal = 0
    for i, near in enumerate(neighbours(reach, h0)):
        if free[i]:
            free[i] = False
            metal += 1
            for j in near:
                if free[j]:
                    free[j] = False
                    break
    return h0 * metal / site_count


# Sparse discs: accepted fraction is 1 - pi d^2 h0 / 2 to first order
d_sparse = np.sqrt(4 * 0.02 / (np.pi * 1.0))
sparse_fraction = disc_plateau(d_sparse, 1.0)
sparse_formula = 1 - np.pi * d_sparse**2 / 2
assert abs(sparse_fraction - sparse_formula) < 0.006  # next order and noise

# Disc diameter that reproduces the same plateau at the reference density
small, large = 0.2, 1.0
for _ in range(14):
    middle = 0.5 * (small + large)
    if disc_plateau(middle, h_ref) > plateau[1, h_ref][2]:
        small = middle
    else:
        large = middle
diameter = 0.5 * (small + large)
disc = {h0: disc_plateau(diameter, h0) for h0 in (h_low, h_ref, 5.0)}
pair = {h0: pair_plateau(h0) for h0 in (h_low, h_ref)}
slope_disc = log_slope(disc[h_low], disc[h_ref])
slope_disc_dense = log_slope(disc[h_ref], disc[5.0], h_ref, 5.0)
slope_pair = log_slope(pair[h_low], pair[h_ref])
assert abs(disc[h_ref] - plateau[1, h_ref][2]) < 0.01
assert 0 < slope_disc_dense < slope_disc < slope_pair < 1

print(f"Ligands per precursor: {n}; ligand limit L: {L:.2f} per nm2")
print(f"Reference OH density: {h_ref:.2f} per nm2; cross-section: {s:.1e} nm2")
print(f"Temperature: {temperature:.0f} K; molar mass: {molar_mass:.1f} g/mol")
print(f"Impingement: {flux_per_torr:.3e} per nm2 per Torr s")
print(f"Initial reaction probability: {s * h_ref:.1e}")
for x, name in ((2, "exhaustion"), (1, "steric")):
    A, B = limits(h_ref, x)
    print(f"{name} x={x}: A={A:.2f}, B={B:.2f}, "
          f"crossover OH={x * L / (n - x):.2f} per nm2")
for D, a, b in zip(doses, exhaust[2], steric[2]):
    print(f"Dose {D:.3f} Torr s: N exhaustion {a:.4f}, steric {b:.4f} per nm2")
gain = 100 * (exhaust[2, -1] / exhaust[2, -2] - 1)
print(f"Uptake gain on doubling dose from 0.02 Torr s: {gain:.2f} %")
for h0 in (1.0, 1.5, 2.0, 2.5, 4.0):
    e, t = plateau[2, h0], plateau[1, h0]
    print(f"OH {h0:.1f}: plateau x=2 {e[2]:.3f}, x=1 {t[2]:.3f}; "
          f"OH left {abs(e[0]):.3f}, {abs(t[0]):.3f} per nm2")
print(f"Log-slope, OH 1.5 to 2.5: exhaustion {slope_exhaust:.3f}, "
      f"steric {abs(slope_steric):.3f}")
for (x, h0), D in sat_dose.items():
    print(f"Dose for 99% of plateau, x={x}, OH {h0:.2f}: {D:.4f} Torr s")
print(f"La2O3 density: {oxide_density:.1f} g/cm3 = {la_per_nm3:.2f} La per nm3")
for label, N in (("common plateau", plateau[1, h_ref][2]),
                 ("exhaustion at OH 1.5", plateau[2, h_low][2])):
    print(f"Equivalent oxide thickness, {label}: {N / la_per_nm3:.4f} nm")
for h0, N in bridge.items():
    print(f"With bridge sites, OH {h0:.1f}: plateau {N:.3f} per nm2")
print(f"With bridge sites, log-slope: "
      f"{log_slope(bridge[h_low], bridge[h_ref]):.3f}")
print(f"Sparse discs, accepted fraction: simulated {sparse_fraction:.4f}, "
      f"first order {sparse_formula:.4f}")
print(f"Immobile discs, fitted diameter: {diameter:.3f} nm")
for h0, N in disc.items():
    print(f"Immobile discs, OH {h0:.1f}: plateau {N:.3f}, "
          f"OH left {h0 - N:.3f} per nm2")
print(f"Immobile discs, log-slope: {slope_disc:.2f} (OH 1.5 to 2.5), "
      f"{slope_disc_dense:.2f} (2.5 to 5.0)")
print(f"Reach for a second OH: {reach:.2f} nm")
for h0, N in pair.items():
    print(f"Missing partners, OH {h0:.1f}: plateau {N:.3f} per nm2, "
          f"mean x {h0 / N:.2f}, ligands {n * N - h0:.2f} per nm2")
print(f"Missing partners, log-slope: {slope_pair:.2f}")
print("success")
```

It prints:

```
Ligands per precursor: 3; ligand limit L: 2.50 per nm2
Reference OH density: 2.50 per nm2; cross-section: 4.0e-04 nm2
Temperature: 523 K; molar mass: 460.4 g/mol
Impingement: 7.158e+05 per nm2 per Torr s
Initial reaction probability: 1.0e-03
exhaustion x=2: A=1.25, B=2.50, crossover OH=5.00 per nm2
steric x=1: A=2.50, B=1.25, crossover OH=1.25 per nm2
Dose 0.002 Torr s: N exhaustion 0.7590, steric 0.7590 per nm2
Dose 0.005 Torr s: N exhaustion 1.0804, steric 1.0804 per nm2
Dose 0.010 Torr s: N exhaustion 1.2133, steric 1.2133 per nm2
Dose 0.020 Torr s: N exhaustion 1.2480, steric 1.2480 per nm2
Dose 0.040 Torr s: N exhaustion 1.2500, steric 1.2500 per nm2
Uptake gain on doubling dose from 0.02 Torr s: 0.16 %
OH 1.0: plateau x=2 0.500, x=1 1.000; OH left 0.000, 0.000 per nm2
OH 1.5: plateau x=2 0.750, x=1 1.250; OH left 0.000, 0.250 per nm2
OH 2.0: plateau x=2 1.000, x=1 1.250; OH left 0.000, 0.750 per nm2
OH 2.5: plateau x=2 1.250, x=1 1.250; OH left 0.000, 1.250 per nm2
OH 4.0: plateau x=2 2.000, x=1 1.250; OH left 0.000, 2.750 per nm2
Log-slope, OH 1.5 to 2.5: exhaustion 1.000, steric 0.000
Dose for 99% of plateau, x=2, OH 2.50: 0.0137 Torr s
Dose for 99% of plateau, x=2, OH 1.50: 0.0106 Torr s
Dose for 99% of plateau, x=1, OH 2.50: 0.0137 Torr s
Dose for 99% of plateau, x=1, OH 1.50: 0.0500 Torr s
Dose for 99% of plateau, x=1, OH 1.25: 0.3458 Torr s
La2O3 density: 6.5 g/cm3 = 24.03 La per nm3
Equivalent oxide thickness, common plateau: 0.0520 nm
Equivalent oxide thickness, exhaustion at OH 1.5: 0.0312 nm
With bridge sites, OH 0.0: plateau 0.833 per nm2
With bridge sites, OH 1.5: plateau 1.333 per nm2
With bridge sites, OH 2.5: plateau 1.667 per nm2
With bridge sites, log-slope: 0.437
Sparse discs, accepted fraction: simulated 0.9599, first order 0.9600
Immobile discs, fitted diameter: 0.498 nm
Immobile discs, OH 1.5: plateau 0.946, OH left 0.554 per nm2
Immobile discs, OH 2.5: plateau 1.250, OH left 1.250 per nm2
Immobile discs, OH 5.0: plateau 1.657, OH left 3.343 per nm2
Immobile discs, log-slope: 0.55 (OH 1.5 to 2.5), 0.41 (2.5 to 5.0)
Reach for a second OH: 0.50 nm
Missing partners, OH 1.5: plateau 1.065 per nm2, mean x 1.41, ligands 1.69 per nm2
Missing partners, OH 2.5: plateau 1.603 per nm2, mean x 1.56, ligands 2.31 per nm2
Missing partners, log-slope: 0.80
success
```
